Geometric magnetoresistance and drift mobility in a wide, short channel

**Problem**

A field-effect transistor has a channel of length L between source and drain and a much larger width W. A weak magnetic field B normal to the channel raises its resistance R. The rise defines a geometric magnetoresistance mobility,

μ_MR² = lim (B→0) [R(B)/R(0) − 1]/B²,

which can be measured without knowing the electron density. The drift mobility μ is defined by the conductivity at zero magnetic field, σ(0) = nμ, with n the electron density per area.

The electrons occupy one two-dimensional subband with an isotropic parabolic mass m. They are nondegenerate, and the bias is small enough for linear response. L is much larger than the mean free path, so transport is diffusive. Scattering is elastic, with a momentum relaxation time proportional to the energy above the subband edge:

τ(E) = aE.

Find μ_MR/μ. Then find how the ratio changes at finite L/W, and judge how far it can be trusted for a channel whose relaxation time comes from charged centres.

Atomic units are used in the algebra: e = ħ = m_e = 1, electron charge −1, cyclotron frequency ω = B/m. Numerical examples carry engineering units.

**First estimate by scaling**

If all electrons had the same τ, the drift mobility would be τ/m. In a wide, short channel the contacts suppress the Hall field, so the magnetic force is not balanced and electrons are deflected by an angle of order ωτ between collisions. The forward current then drops by a fraction (ωτ)². This gives μ_MR = τ/m and a ratio of 1.

With τ = aE, both mobilities must scale as akT/m, because kT is the only energy available. Their ratio is a pure number, independent of a, T, m and n. To estimate it, ask which electrons matter. In two dimensions the density of states is constant, and the response of electrons at energy E to a field along x is proportional to v²τ, hence to Eτ. The drift mobility is therefore τ/m averaged with weight E exp(−E/kT). The mean energy under this weight is 2kT, so μ = 2akT/m.

The magnetic field acts on the current already flowing. That current is distributed as Eτ exp(−E/kT), or E² exp(−E/kT), whose mean energy is 3kT. Using the relaxation time at this energy gives μ_MR ≈ 3akT/m and

μ_MR/μ ≈ 3/2.

The estimate replaces a distribution of relaxation times by one representative value.

**Exact solution: the conductivity**

Let F be the electric field in the plane. The force on an electron is −(F + v×B). Write the distribution as f0 + h, where f0 ∝ exp(−E/kT) and h is linear in F. Since ∇_k f0 = −v f0/kT and v·(v×B) = 0, the magnetic force does not act on f0. To first order in F the stationary Boltzmann equation is

(F·v) f0/kT − (v×B)·∇_k h = −h/τ.

The right side needs a reason. Elastic scattering through angle θ at rate w(θ) changes h by −∫w(θ)[h(φ) − h(φ+θ)]dθ, where φ is the direction of k. For h = cos φ, the identity cos(φ+θ) = cos φ cos θ − sin φ sin θ and the evenness of w leave −cos φ ∫w(1−cos θ)dθ. The same holds for sin φ. Thus 1/τ = ∫w(θ)(1−cos θ)dθ.

With B along z, v×B = (v_yB, −v_xB), so

−(v×B)·∇_k h = (B/m)(k_x ∂/∂k_y − k_y ∂/∂k_x)h = ω ∂h/∂φ.

Take F along x and try

h = −(f0 vF/kT)(α cos φ + β sin φ).

Dividing the equation by −f0 vF/kT leaves

ω(−α sin φ + β cos φ) + (α cos φ + β sin φ)/τ = cos φ.

The sine terms give β = ωτα. The cosine terms give α/τ + ωβ = 1. Therefore

α = τ/(1 + ω²τ²),  β = ωτ²/(1 + ω²τ²).

The current density is minus the sum of v h over states. The angular mean of cos²φ is 1/2, and v² = 2E/m, so with constant density of states D

σ_xx = [D/(m kT)] ∫ E f0 α dE.

The density is n = D∫f0 dE. Integration by parts gives ∫E f0 dE = kT∫f0 dE = kT n/D. Hence

σ_xx = (n/m)⟨τ/(1+ω²τ²)⟩,
σ_yx = −σ_xy = (n/m)⟨ωτ²/(1+ω²τ²)⟩,

⟨A⟩ = ∫A E exp(−E/kT)dE / ∫E exp(−E/kT)dE.

**Exact solution: the wide channel**

Each contact is an equipotential line across the full width. When W ≫ L, the field between the contacts points along x except near the free edges. Charge cannot build up a Hall field in the interior, and a transverse current flows instead. Setting F_y = 0 gives

R(B) = L/(Wσ_xx).

The energy averages follow from ∫x^(j+1) exp(−x)dx = (j+1)!:

⟨τ⟩ = 2akT,  ⟨τ²⟩ = 6(akT)²,  ⟨τ³⟩ = 24(akT)³,  ⟨τ⁵⟩ = 720(akT)⁵.

Let u = ωakT. Since μ = ⟨τ⟩/m = 2akT/m, u = μB/2. Expanding the denominator in σ_xx,

σ_xx(B)/σ_xx(0) = 1 − ω²⟨τ³⟩/⟨τ⟩ + ω⁴⟨τ⁵⟩/⟨τ⟩ − … = 1 − 12u² + 360u⁴ − …

The reciprocal is 1 + 12u² + (144 − 360)u⁴ + …, so

R(B)/R(0) − 1 = 12u² − 216u⁴ + … = 3(μB)²[1 − 4.5(μB)² + …].

The leading term gives the answer:

μ_MR = √3 μ.

The series is asymptotic. Its moments ⟨τ^(2j+1)⟩ are proportional to (2j+2)!, which outgrows any power of u, so it has no radius of convergence. "Low field" means that 4.5(μB)² is small compared with 1.

The same steps for τ ∝ E^p give

μ_MR/μ = (⟨τ³⟩/⟨τ⟩³)^(1/2) = [Γ(3p+2)/Γ(p+2)³]^(1/2),

provided p > −2/3, so that the third moment converges at low energy. A constant τ gives 1 and τ ∝ √E gives 1.189. For p ≥ 0 the ratio rises steadily with p, so in that range only p = 1 gives √3.

As a test that assumes no relaxation time, the Boltzmann equation was solved on 201 directions with the unscreened Coulomb scattering rate derived below. At μB = 0.01 it gives a ratio of 1.7317, against √3 = 1.7321.

**Comparison of the estimate with the exact result**

The estimate 3/2 is 13% below √3. To see what it lacks, write the magnetoresistance as an average over the current-carrying electrons, denoted by an overbar:

μ_MR² = ⟨τ³⟩/(m²⟨τ⟩) = (mean of τ² over the current)/m².

A mean square is the square of the mean plus the variance. Here the mean of τ over the current is ⟨τ²⟩/⟨τ⟩ = 3akT and the mean of τ² is 12(akT)², so

12 = 9 + 3.

The estimate kept the 9. The missing 3 comes from the spread of relaxation times.

Both parts have a direct meaning. The low-field Hall mobility is

μ_H = σ_yx/(Bσ_xx) = ⟨τ²⟩/(m⟨τ⟩) = 3akT/m = 3μ/2,

which is the estimated value. The variance is what remains in the opposite geometry, a long, narrow bar. There the transverse current vanishes and a Hall field develops. Assume that weak inelastic processes share energy among the electrons over distances much shorter than the width, so that one Hall field acts at all energies and only the total j_y vanishes. Eliminating F_y from j_y = 0 gives the resistivity

ρ_xx = σ_xx/(σ_xx² + σ_xy²) ≈ (1/σ_xx)(1 − σ_xy²/σ_xx²),

and therefore

ρ_xx(B)/ρ_xx(0) − 1 = (12 − 9)u² = (3/4)(μB)².

The Hall field balances the magnetic force on the average carrier, but cannot balance it for every energy at once. The wide channel thus has four times the low-field magnetoresistance of the long bar. For constant τ the variance is zero, and the long bar has no magnetoresistance in this model. If no energy were exchanged across the whole width, j_y would vanish at each energy separately and the long bar would show none for any τ(E). The wide-channel result √3 does not depend on this assumption.

**Finite width**

Near the free edges the Hall field survives. Let t = σ_yx/σ_xx, which is μ_H B at low field, so that

j_x = σ_xx(F_x − tF_y),  j_y = σ_xx(F_y + tF_x).

For a uniform conductivity and a curl-free field, ∇·j = σ_xx∇·F, so the potential obeys Laplace's equation. Put the contacts at x = 0 and L and the edges at y = ±W/2. Write the potential as −F0x + Φ, where Φ = 0 at the contacts. To first order in t, j_y = 0 at the edges requires F_y = −tF0, or ∂Φ/∂y = tF0. Between the contacts 1 = Σ (4/jπ) sin(jπx/L), summed over odd j, so

Φ = tF0 Σ (4L/j²π²) sin(jπx/L) sinh(jπy/L)/cosh(jπW/2L).

This field decays into the channel over a distance of about L/π from each edge.

The total current is the same through every cross-section, so it may be averaged over x:

I = (σ_xx/L) ∫∫(F_x − tF_y)dx dy.

The fixed voltage makes the first term F0LW; corrections to the potential vanish on the contacts and do not alter it. In the second term, −∫F_y dy = Φ(W/2) − Φ(−W/2). For W ≫ L the hyperbolic tangents are 1, and ∫sin(jπx/L)dx = 2L/(jπ) for odd j. The second term is then

t²F0 (16L²/π³) Σ 1/j³ = t²F0 L² c,  c = 14ζ(3)/π³ = 0.5428,

because the sum over odd j is (7/8)ζ(3). Hence I = σ_xxF0W(1 + ct²L/W). With t² = 9u², the resistance rise becomes 12u² − 9cu²L/W, and

(μ_MR/μ)² = 3 − (9/4)c L/W.

This uses one t for all electrons, which requires energy to be shared over distances much shorter than L. With strictly elastic scattering each energy has its own t = ωτ(E), the edge term is weighted by ⟨τ³⟩, and (μ_MR/μ)² = 3(1 − cL/W). At L/W = 0.05 the two limits give ratios of 1.714 and 1.708.

A finite-element solution of a rectangle with W/L = 3 and t = 0.05 gives c = 0.5415.

**Charged centres as the source of τ ∝ E**

Let N unscreened unit charges per area lie in the electron plane, in a medium of dielectric constant κ. Their potential has the Fourier transform 2π/(κq). The golden rule, with d²k′ = m dE′dθ, gives

1/τ = (Nm/2π) ∫ [2π/(κq)]²(1−cos θ)dθ.

Since q² = 2k²(1−cos θ), the angular factors cancel and the integrand is 2π²/(κ²k²). Integrating over 2π and using k² = 2mE,

1/τ = 2π²Nm/(κ²k²) = π²N/(κ²E).

Thus a = κ²/(π²N) and μ = 2κ²kT/(π²Nm).

This is the Born approximation, which needs a small η = m/(κk). The full Coulomb rate can be found from the partial waves. With ρ = kr and s = j + 1/2, the radial equation for angular momentum j ≥ 0 is

−u″ + [s(s−1)/ρ² + 2η/ρ]u = u.

Direct multiplication, with w = s/ρ + η/s, shows that

(−d/dρ − w)(d/dρ − w) = −d²/dρ² + s(s−1)/ρ² + 2η/ρ + η²/s².

Reversing the two factors changes s(s−1) to s(s+1). So u′ − wu solves the equation for j + 1, and it is regular at the origin because the leading terms cancel. Far away u is a sine, and u′ − (η/s)u is a cosine advanced by arctan(η/s). Apart from multiples of π, the phase shifts therefore obey δ_(j+1) − δ_j = arctan(η/s), so

sin²(δ_(j+1) − δ_j) = η²/(s² + η²).

Away from θ = 0 the scattered intensity is |Σ exp(2iδ_j + ijθ)|²/(2πk). Weighting it by 1−cos θ couples neighbouring j and gives a transport cross-section (2/k)Σ sin²(δ_(j+1) − δ_j) over all integers j, or twice the sum over j ≥ 0. The logarithmic derivative of cosh πη = Π(1 + η²/s²) supplies Σ 1/(s² + η²) = π tanh(πη)/(2η). Multiplying by N and by the speed k/m,

1/τ = (2πNη/m) tanh(πη).

This is the Born rate times tanh(πη)/(πη). At small η it restores τ ∝ E. At large η the rate varies as η, so τ ∝ √E and the ratio tends to 1.189.

**Worked example**

Take round parameters in the rough range of a thin-body III-V n-channel MOSFET near threshold at 300 K: m = 0.05 electron masses, κ = 13, n = 2×10¹⁰ cm⁻², N = 2×10¹¹ cm⁻², L = 5000 nm, W = 100000 nm and B = 0.1 T. No particular compound is implied.

The Born relaxation time at E = kT is 70.3 fs. The mobility 2eτ(kT)/m is then μ = 4943 cm²/Vs, and

μ_H = 1.5 × 4943 = 7415 cm²/Vs,
μ_MR = √3 × 4943 = 8562 cm²/Vs.

Here μB = 0.0494. The leading resistance rise is 3 × 0.0494² = 0.0073, and the next term lowers it by 4.5 × 0.0494² = 1.1% of itself. The full average gives 0.00725. On a zero-field resistance of 3157 Ω the rise is 22.9 Ω. Extracting a mobility at this field without the correction gives 8516 cm²/Vs, about 0.5% below the low-field value. With L/W = 0.05, the finite width lowers the ratio to √(3 − 0.061) = 1.714. These figures assume a local conductivity; the next section gives the effect of the finite length.

**What the model leaves out**

Several assumptions hold well for these numbers. The density is 0.037 of mkT/π, and Fermi statistics lower the ratio to 1.722. The cyclotron energy is 0.009 kT, so Landau quantization is weak. A 5 nm body with hard walls has a subband spacing of 0.90 eV for a parabolic band, or 0.46 eV with a bulk nonparabolicity of 1 eV⁻¹. Both are far above kT = 0.0259 eV.

The local conductivity holds less well. The mean free path is 30 nm at E = kT, but it grows as vτ ∝ E^(3/2), reaching 335 nm at 5kT and about 810 nm at 9kT. The fast electrons, which matter most for the magnetoresistance, therefore feel the contacts. For W ≫ L, solving the Boltzmann equation between two ideal contacts 5000 nm apart gives a ratio of 1.58 and a zero-field resistance 5.5% higher. At a length of 50000 nm the ratio is 1.71. These and the later finite-length figures treat scattering as strictly elastic, with no exchange of energy along the channel; they do not cover a channel in which energy relaxes within L.

The scattering law is also insecure. Unless a length is given, the ratios below are for a channel long enough for the local conductivity to hold. Each change in the list is made alone, with the other parameters held fixed.

- Full Coulomb scattering, with η = 0.39 at E = kT, lowers the ratio to 1.51 and raises μ to 6112 cm²/Vs.
- Free carriers respond to a potential energy V by a density change −nV/kT. This replaces q by q + 2πn/(κkT) in the scattering potential and gives 1.697.
- A metal gate 10 nm away adds an image charge and a factor 1 − exp(−2q × 10 nm) in the potential. The ratio is 1.663.
- Moving the charges 2.5 nm out of the electron plane multiplies the potential by exp(−q × 2.5 nm). Large q, reached by fast electrons, is suppressed most, so τ rises faster than E. The ratio becomes 2.871, but only in a very long channel. The mean free path is then about 3600 nm at 6.6kT, and at L = 5000 nm the ratio is about 1.6.
- Spreading the electrons over the lowest subband of the 5 nm body, with the charges in its middle plane, also weakens the scattering at large q. The ratio becomes 2.14.
- An additional energy-independent rate, a crude substitute for phonons with an assumed mobility of 10000 cm²/Vs, gives 1.296. Polar optical phonons, usually the strongest phonon scatterers in III-V compounds at 300 K, are inelastic and have no such constant rate. With a phonon energy of 0.035 eV, the same assumed mobility and electrons in a plane of zero thickness, they give 1.21. A 5 nm electron layer in the phonon coupling changes this to 1.25.
- A nonparabolic band, E(1 + αE) = k²/(2m) with E measured from the subband edge and α = 1 eV⁻¹, gives 1.474. If 1 eV⁻¹ is the bulk value, confinement in the 5 nm body lowers the in-plane coefficient to 0.67 eV⁻¹, and the ratio is 1.54.
- Collisions between electrons pass momentum from one energy to another. With unscreened Coulomb forces in the Born approximation, exchange included, they lower the ratio to 1.68 at the present n/N = 0.1, and would lower it to about 1.4 at n = N.
- The oxides around a thin body change the potential of the charges. Let electrons and charges lie in the middle plane of a 5 nm body with κ = 13, between thick layers of dielectric constant κ′. The image charges multiply the potential by (1 + r exp(−q × 5 nm))/(1 − r exp(−q × 5 nm)), with r = (κ − κ′)/(κ + κ′). For κ′ = 9 the ratio is 1.86 and μ is 4073 cm²/Vs. For κ′ = 3.9 they are 2.18 and 2394 cm²/Vs.

Now put the charges between the electrons and the gate, 2.5 nm from the electron plane and 10 nm from the gate. Screening, gate, setback and phonons together, in the Born approximation, then give a ratio of 1.152 and a drift mobility of 6304 cm²/Vs. Setback alone raises the ratio strongly, yet the combination lies below the phonon case. Setback, screening and the gate all weaken the charge scattering at every energy, which leaves a larger share to the constant phonon rate, for which the ratio would be 1. For electrons in a plane of zero thickness, polar optical phonons of the same assumed mobility would alone give 1.40. Put in place of the constant rate, they change the combined ratio to 1.20 and the drift mobility to about 4600 cm²/Vs.

Beside a real device, two parameters stand out. The length of 5000 nm is far above the tens of nanometres of a scaled transistor, where L would be comparable with the mean free path and the local conductivity used here would fail. The density describes a channel near threshold, not one that is strongly on. Real devices also have charges outside the electron plane and phonon scattering. For the assumed strengths and a constant phonon rate, these together with screening and the gate move the ratio from 1.73 to 1.15 in a long channel with uniform κ, and to 1.11 at L = 5000 nm. Dividing the measured μ_MR by √3 would then give a drift mobility 34% too low in the long channel and 36% too low at 5000 nm.

Disorder is a further limit. Independent random charges with the setback and gate distances above, without free-carrier screening, produce an rms potential of 0.0126 eV, about half of kT. Moreover, kTτ(kT)/ħ is 2.8, not very large. A uniform density and well-separated collisions are thus rough assumptions at this charge density.

Converting μ_MR to μ with √3 is justified when L is far above the mean free path even for electrons at 9kT, W ≫ L, μB is small, the carriers are nondegenerate in a parabolic band, collisions between electrons are rare beside those with the charged centres, and τ ∝ E up to about 9kT. Most of the current flows at lower energies, but ⟨τ³⟩ has the weight E⁴ exp(−E/kT), whose mean energy is 5kT. If τ stopped rising at 5kT, the ratio would be 1.58. The resistance of contacts and leads must be subtracted first, because it dilutes the relative rise. The numerical output lists the parameters and the main results.

Numbers as computed

```
Temperature: 300 K
Effective mass: 0.05 electron masses
Dielectric constant: 13
Electron density: 2e+10 cm^-2
Charged-centre density: 2e+11 cm^-2
Channel length: 5000 nm
Channel width: 100000 nm
Magnetic field: 0.1 T
Thermal energy kT: 0.02585 eV
Relaxation time at E = kT: 70.26 fs
Drift mobility: 4943 cm2/Vs
Hall mobility: 7415 cm2/Vs
Magnetoresistance mobility, low field: 8562 cm2/Vs
Ratio from moments by quadrature: 1.73205
Ratio from angular-grid Boltzmann solution: 1.7317
Ratio for constant tau: 1
Ratio for tau as square root of E: 1.1894
Drift mobility times B: 0.04943
Resistance at zero field: 3157 ohm
Relative resistance rise at B: 0.007252
Resistance rise at B: 22.89 ohm
Apparent magnetoresistance mobility at B: 8516 cm2/Vs
Next-order field coefficient, numerical: -4.493
End coefficient c, formula: 0.5428
End coefficient c, finite elements: 0.5415
Ratio with finite width: 1.714
Density over band density m*kT/pi: 0.03704
Ratio with degeneracy: 1.722
Ratio with free-carrier screening: 1.697
Assumed gate distance: 10 nm
Ratio with gate screening: 1.663
Assumed setback of charges: 2.5 nm
Ratio with charge setback: 2.871
Coulomb parameter eta at E = kT: 0.3946
Ratio with full Coulomb scattering: 1.51
Drift mobility, full Coulomb: 6112 cm2/Vs
Assumed phonon-limited mobility: 10000 cm2/Vs
Ratio with phonons (constant tau): 1.296
Assumed nonparabolicity: 1 1/eV
Ratio with nonparabolicity: 1.474
Ratio, screening+gate+setback+phonons: 1.152
Drift mobility, same four effects: 6304 cm2/Vs
Mean free path at E = kT: 29.96 nm
Drift over ballistic mobility: 0.02124
Cyclotron energy over kT: 0.008956
Assumed body thickness: 5 nm
Subband spacing, hard-wall body: 0.9025 eV
Rms potential fluctuation: 0.01255 eV
kT*tau(kT)/hbar: 2.76
```
